Nonlinear Core Correction: Unscreening with a Model Core Density

**1. What goes wrong without the correction**

A pseudopotential for potassium, unscreened with the valence density alone, gives an ionization energy 7.1 mHa below the frozen-core value of 162.0 mHa. Almost all of this comes from the unscreening: only 0.2 mHa remains when the full core density is kept in exchange and correlation (Section 9). The exchange-correlation potential is a nonlinear function of the total density, and the 3p core and the 4s orbital overlap. The exchange-correlation potential due to the core therefore changes when the valence density changes, but linear unscreening stores it in the ionic potential as a fixed term.

The Louie-Froyen-Cohen scheme adds a smooth model core density to the valence density, both when unscreening and in every later calculation. For a given valence density, the remaining error of the potential due to the core is confined to the region where the model differs from the true core. It is not a function of that difference alone: to leading order it is also proportional to the change of the valence density, and the error of energy changes is quadratic in that change. Pseudizing the valence orbital adds a separate error, treated in Section 8, which the model core does not remove.

**2. Conventions and assumptions**

Hartree atomic units are used. Densities are positive number densities:

n_c: true core density, frozen in its reference form
m: model core density
n0: valence density of the reference atom
n = n0 + Δn: valence density in the new situation

V_H[n] is the Hartree potential. In the local density approximation (LDA), E_xc[N] = ∫ e(N) d³r, and

v(N) = de/dN

is the exchange-correlation potential. A prime on v is a derivative with respect to density. Until Section 8 the same valence density enters the true and the model problem, so that only the core density inside v differs.

For exchange alone, with c = (3/π)^(1/3),

e_x = −(3/4) c N^(4/3)
v_x = −c N^(1/3)
v_x' = −(c/3) N^(−2/3)
v_x'' = +(2c/9) N^(−5/3).

The positive sign of v_x'' fixes the signs found below.

**3. Unscreening and the error of the potential**

In the frozen-core atom a valence electron moves in

V_fc[n] = −Z/r + V_H[n_c] + V_H[n] + v(n + n_c).   (1)

The screened reference potential is V_scr = V_fc[n0]. Unscreening with the model core defines

V_ion = V_scr − V_H[n0] − v(n0 + m).   (2)

Inserting (1) at n = n0 shows what this ionic potential contains:

V_ion = −Z/r + V_H[n_c] + v(n0 + n_c) − v(n0 + m).   (3)

The Hartree potential of the true core is already present, so m must not be added to the density in the Hartree term. It enters exchange and correlation only.

In the new situation the model potential is

V_m[n] = V_ion + V_H[n] + v(n + m).   (4)

Subtracting (1) from (4), with (3) for V_ion, cancels the nuclear term and both Hartree terms:

δv = V_m[n] − V_fc[n]
 = [v(n + m) − v(n0 + m)] − [v(n + n_c) − v(n0 + n_c)].   (5)

At n = n0 both brackets vanish, so the reference is reproduced for any m. Where m = n_c the brackets are equal and δv = 0 for any Δn.

Each bracket is an integral of v' over the valence density:

v(n + m) − v(n0 + m) = ∫_0^Δn v'(n0 + a + m) da,

and likewise with n_c. The difference of the integrands is in turn an integral over the core density:

v'(n0 + a + m) − v'(n0 + a + n_c) = −∫_m^{n_c} v''(n0 + a + b) db.

Together,

δv = −∫_0^Δn da ∫_m^{n_c} db v''(n0 + a + b).   (6)

If |v''| ≤ K over the densities covered by the integral, then

|δv| ≤ K |Δn| |n_c − m|.   (7)

Three factors control the error: the missing core density, the change of valence density and the curvature of v.

Linear unscreening is the case m = 0. Then (4) replaces v(n + n_c) by

v(n) + [v(n0 + n_c) − v(n0)],

with the bracket fixed. This is correct for every n only if v(n + n_c) − v(n) does not depend on n, as for a linear v. With m = 0 the error extends as far as the core density does. With m = n_c beyond a radius r0, it is zero there.

**4. Why the deep core can be left out**

Near the nucleus n_c − m is very large, and (7) might suggest a very large error. The curvature falls as the density rises, however. Where the valence density is small compared with both m and n_c, (5) gives to first order in Δn

δv ≈ Δn [v'(m) − v'(n_c)],

and for exchange

δv ≈ −(c/3) Δn [m^(−2/3) − n_c^(−2/3)].   (8)

As n_c grows at fixed m, the second term in the bracket tends to zero and the error saturates at −(c/3) Δn m^(−2/3). It does not grow with the missing charge. Close to the nucleus the inner lobes of a true s orbital can exceed m, and (8) does not apply there; but v' tends to zero at large density, so the second bracket of (5) still vanishes as n_c grows and δv saturates at v(n + m) − v(n0 + m). What matters is that m be large compared with the valence density, not that it reproduce the core. The volume element r² dr reduces the weight of the region near the nucleus, but with a true s orbital the region of the inner lobes can still contribute appreciably to the energy error. In the example of Section 9 more than half of it arises inside the outermost node of the 4s orbital, and most of that part comes from radii where m already exceeds the valence density. A nodeless pseudo-orbital has no such lobes.

**5. The error of the energy**

The valence energy consistent with (4) is

F_m[n] = T + ∫ V_ion n d³r + E_H[n] + E_xc[n + m],   (9)

where T is the kinetic energy of the valence orbitals. The density derivative of the last term is v(n + m), as (4) requires. The frozen-core functional F_fc has m replaced by n_c and V_ion by −Z/r + V_H[n_c].

For the same valence orbitals, T and E_H cancel in the difference. With (3),

F_m[n] − F_fc[n] = ∫ { [v(n0 + n_c) − v(n0 + m)] n + e(n + m) − e(n + n_c) } d³r.

Subtracting the same expression at n0 gives the error of an energy change:

D = ∫ { [e(n + m) − e(n0 + m) − v(n0 + m) Δn]
 − [e(n + n_c) − e(n0 + n_c) − v(n0 + n_c) Δn] } d³r.   (10)

Each bracket is a function minus its tangent. To write it as an integral, set N = n0 + m and integrate by parts:

Δn² ∫_0^1 (1 − t) v'(N + tΔn) dt
 = Δn [(1 − t) v(N + tΔn)]_0^1 + Δn ∫_0^1 v(N + tΔn) dt
 = −v(N) Δn + e(N + Δn) − e(N).

Therefore

D = ∫ d³r Δn² ∫_0^1 dt (1 − t) [v'(n0 + tΔn + m) − v'(n0 + tΔn + n_c)].   (11)

The energy error is of second order in Δn, while the potential error is of first order. If m < n_c and v'' > 0, then v' is smaller at the smaller density, the bracket is negative, and D < 0: the model makes the energy of the changed configuration too low relative to the reference.

Self-consistent energies are evaluated at different densities, but this matters only at second order in δv. The self-consistent orbitals make their own functional stationary, and those of F_m and F_fc differ by an amount of order δv. Evaluating F_m with the frozen-core orbitals therefore costs an error of order δv². At the reference the two solutions coincide. Hence

(change of F_m) − (change of F_fc) = D + O(δv²),   (12)

with D taken at the frozen-core density.

**6. Building the model core**

A convenient smooth form is

m(r) = A sin(Br)/r for r < r0, and m(r) = n_c(r) for r ≥ r0.   (13)

Its logarithmic derivative inside is B cot(Br) − 1/r. Matching it to that of n_c at r0 and multiplying by r0 gives, with x = B r0,

x cot x = 1 + r0 n_c'(r0)/n_c(r0),   (14)

where n_c' = dn_c/dr. On 0 < x < π the left side has derivative

cot x − x/sin²x = [½ sin 2x − x]/sin²x < 0,

because sin 2x < 2x for x > 0. It falls from 1 at x → 0 to −∞ at x → π. A core density that decreases at r0 makes the right side less than 1, so there is one solution in this interval. Since Br < π inside r0, m is positive there. Matching the value gives

A = r0 n_c(r0)/sin x,   B = x/r0,   m(0) = AB.   (15)

The radius r0 is a compromise. As r0 → 0 the model becomes the true core and δv disappears, but m becomes as sharp as the core and expensive in plane waves. A practical choice is the radius where the core density has fallen to about the valence density. Further out, valence electrons dominate v; just inside, the model core rises above the valence density, as at 1.25, 1.90 and 2.51 bohr in Section 9, although the inner lobes of a true s orbital can exceed it close to the nucleus.

**7. Spin, gradients and several atoms**

For an unpolarized core, half of m goes to each spin:

v_σ = v_σ(n_↑ + m/2, n_↓ + m/2).

The argument leading to (5) applies to each spin, so the error again vanishes where m = n_c. Without a core density, a fully polarized valence shell appears fully polarized everywhere, although the unpolarized core dilutes its polarization.

The sign of the resulting error follows for exchange. Let N = n + m and let s be the valence spin density. The spin-scaling relation for exchange gives

e_x(N, s) = ½ [e_x(N + s) + e_x(N − s)] ≈ e_x(N) + ½ s² v_x'(N).

At fixed densities and to second order in s, the error of the polarization energy per volume is

½ s² [v_x'(n + m) − v_x'(n + n_c)],

which is negative for m < n_c. Too small a core density exaggerates the energy gained by polarization.

A gradient-corrected potential depends on first and second derivatives of the density. The error then vanishes in regions where m = n_c throughout a neighbourhood. Form (13) matches value and slope but in general not the second derivative, so such a potential can jump at r0. A form with more matched derivatives is preferable there.

With several atoms, the density in E_xc is n + Σ_a m_a(r − R_a). Suppose the spheres of radius r0 do not overlap. Outside all of them every model core equals its true core and the error is zero. Inside sphere a, the other atoms contribute the same core tail τ to both problems. Equation (3) for atom a then gives (5) with n replaced by n + τ, so (6) holds with Δn = n + τ − n0.

The model cores move with the atoms and contribute to the forces. Since ∂m_a/∂R_a = −∇m_a, the extra force on atom a is

−∂E_xc/∂R_a = ∫ v_xc(r) ∇m_a(r − R_a) d³r.   (16)

For spin-polarized valence electrons, v_xc here is the average over the two spins.

**8. What pseudization adds**

A norm-conserving pseudopotential replaces the valence orbital inside a radius rc by a nodeless one. For an s state, write u = r exp p(r) inside rc, where u is r times the radial function, normalized by ∫u² dr = 1. Then

u'/u = 1/r + p'
u''/u = (u'/u)' + (u'/u)² = p'' + 2p'/r + p'²,

where primes on u and p are radial derivatives. The radial equation −½u'' + Vu = εu gives

V_ps = ε + p'/r + ½(p'' + p'²).   (17)

Take p as a polynomial in r² of degree four, matched at rc to the true orbital through the third derivative. Two such polynomials differ by one that has a fourfold zero at r = rc, and hence by a constant times (1 − r²/rc²)⁴. One free parameter remains, p(0). Raising it raises p everywhere inside rc, so the charge inside rises monotonically from zero to infinity as p(0) runs from −∞ to +∞. Norm conservation therefore fixes p uniquely.

Unscreening uses the pseudo-density n0_ps:

V_ion = V_ps − V_H[n0_ps] − v(n0_ps + m).   (18)

The valence densities of the true and the pseudo-atom now differ inside rc. Adding and subtracting the exchange-correlation change of the pseudo-density with the full core splits the exchange-correlation error into two parts. The first is (5) evaluated with pseudo-densities, and it vanishes for m = n_c. The second is

[v(n_ps + n_c) − v(n0_ps + n_c)] − [v(n + n_c) − v(n0 + n_c)],

which does not vanish for m = n_c. The Hartree term and the energy dependence of scattering by V_ps add further errors of this second kind. A better model core does not cure them.

**9. Worked example: the potassium atom**

The atom is treated as spherical and nonrelativistic, with Slater exchange and VWN correlation, in the spin-dependent form where polarization requires it. The reference is 4s¹ with half an electron in each spin. In the true-orbital calculations the 4s orbital is the fourth s eigenstate of the current potential; its slight nonorthogonality to the frozen core orbitals away from the reference is neglected. The values used here are printed by the numerical check or follow from printed values by the arithmetic shown.

The core and pseudo-valence densities are nearly equal at r0 = 3.167 bohr, with ratio 1.08. Equation (14) gives x = 2.799, so

B = 2.799/3.167 = 0.884 bohr⁻¹.

With A = 0.01573 bohr⁻², the central density is

m(0) = 0.01573 × 0.884 = 0.0139 bohr⁻³.

The true core density is already 0.325 bohr⁻³ at 1.25 bohr. The model holds 0.85 electrons instead of 18.

*Potential error at one point.* Remove half an electron and take r = 2.509 bohr. In units of 10⁻³ bohr⁻³,

n0 = 1.340, Δn = −0.4688, m = 5.008, n_c = 10.73.

The exchange part of (5), with c = 0.9847, is

model bracket: −0.9847 × (0.180484 − 0.185159) = +4.60 mHa
true bracket: −0.9847 × (0.226378 − 0.229387) = +2.96 mHa
δv_x = 4.60 − 2.96 = 1.64 mHa.

The four numbers in parentheses are cube roots of the total densities. The full result is 1.87 mHa; the remaining 0.23 mHa is correlation. Without a model core the error at this point is 13.7 mHa. At 3.70 bohr, outside r0, it is still 4.2 mHa without a model core and zero with it.

*Energy error at half ionization.* Equation (11) gives D = −0.0584 mHa. Separate self-consistent calculations give −0.0591 mHa, and the difference is the O(δv²) term in (12), which is of second order in Δn like D but of second order, not first, in the core mismatch. For small changes of occupation, the fitted orders are 2.05 for the energy error and 1.08 for the level error, close to the expected 2 and 1.

*Errors with the true 4s orbital.* They are relative to the frozen-core energy changes in the second column, all in mHa.

change | frozen core | m = 0 | model core
half ionization | 62.61 | −0.66 | −0.06
full ionization | 162.01 | −7.26 | −0.50
spin polarization | −5.40 | −1.55 | −0.27

The frozen-core ionization energy, 162.0 mHa, is 4.41 eV. The model core reduces the ionization error by a factor 7.26/0.50 ≈ 15 and the polarization error by 1.55/0.27 ≈ 6. The latter is still 5% of the small polarization energy.

From half to full ionization the model-core error grows by a factor 0.497/0.059 = 8.4, not by the factor of about 4 expected for a density change proportional to the charge removed. At half ionization the 4s orbital contracts, so inside r0 the magnitude |Δn| is smaller than n0/2, except in narrow shells at the nodes of the orbital, where n0 is small and the node shifts. At 2.509 bohr the ratio is

0.469/(½ × 1.340) = 0.70.

Since D contains Δn², the growth estimated from this point alone, with the bracket of v' in (11) held fixed, is about 4/0.70² = 8.2. This is a rough local estimate, and its closeness to 8.4 depends on the point chosen. The same estimate at 1.25 and 1.90 bohr gives about 7 and 11, which brackets the observed factor.

*Matching radius.* With the true orbital, the full-ionization error falls as the model approaches the core:

r0 = 3.17 bohr: −0.497 mHa
r0 = 2.41 bohr: −0.096 mHa
r0 = 1.61 bohr: −0.023 mHa

*Errors with the pseudopotential,* for rc = 3.556 bohr, again relative to the frozen core and in mHa:

change | m = 0 | model core | full core
half ionization | −0.65 | −0.08 | −0.04
full ionization | −7.13 | −0.50 | −0.20
spin polarization | −1.38 | −0.16 | −0.02

The full-core column is the error that remains when the model core equals the true core. A core density larger than the true one could offset it for a particular change, but only by cancellation of errors. For full ionization, the model core itself accounts for −0.50 − (−0.20) = −0.30 mHa.

The frozen core has its own error. The relaxed all-electron ionization energy is 161.08 mHa, so freezing the core raises it by 0.93 mHa, more than the magnitude of the pseudopotential's remaining error with the model core. Reducing r0 further would not bring the ionization energy closer to the relaxed LDA value: the pseudopotential error is negative and the frozen-core error positive, so they partly cancel. If core relaxation matters, letting the 3s and 3p shells relax as valence states, with the deeper shells still frozen, recovers the relaxed ionization energy. None of these figures measures the error of the LDA itself.

Table of computed values

```
K 4s level, reference: -0.08881 Ha
4s level of pseudopotential: -0.08881 Ha
pseudization radius rc: 3.556 bohr
core matching radius r0: 3.167 bohr
n_c / pseudo-valence density at r0: 1.081
model core A: 0.01573 bohr^-2, B: 0.88360 bohr^-1
B*r0: 2.7988 rad
core charge, true: 18.0000 electrons
core charge, model: 0.8491 electrons
Half ionization, true 4s orbital; densities in bohr^-3, dv in mHa
r(bohr)  n_c       m         n0        dn        dv(m=0) dv(model)
1.252 3.251e-01 1.124e-02 9.817e-04 -3.725e-04 16.6586 2.2744
1.900 6.045e-02 8.231e-03 3.619e-04 -1.098e-04 9.4313 0.7022
2.509 1.073e-02 5.008e-03 1.340e-03 -4.688e-04 13.6595 1.8690
3.696 3.878e-04 3.878e-04 1.339e-03 -5.598e-04 4.1988 0.0000
4.484 4.648e-05 4.648e-05 9.031e-04 -4.242e-04 1.0055 0.0000
dv: largest relative gap to double integral: 1.1e-13
D from v_xc' integral: -0.05837 mHa
D from E_xc differences: -0.05837 mHa
same error, self-consistent: -0.05911 mHa
order in occupation change, energy error: 2.049
order in occupation change, level error: 1.075
ionization, relaxed all-electron: 161.084 mHa
Frozen-core energy changes from unpolarized 4s1
half ionization: 62.606 mHa = 1.7036 eV
full ionization: 162.010 mHa = 4.4085 eV
spin polarization: -5.396 mHa = -0.1468 eV
Errors with true 4s orbital (mHa): m=0, model core
half ionization: -0.6556, -0.0591
full ionization: -7.2616, -0.4967
spin polarization: -1.5468, -0.2650
Full-ionization error against matching radius, true 4s orbital
r0 = 3.167 bohr: -0.4967 mHa
r0 = 2.412 bohr: -0.0955 mHa
r0 = 1.614 bohr: -0.0232 mHa
Errors with pseudopotential (mHa): m=0, model core, full core
half ionization: -0.6546, -0.0756, -0.0408
full ionization: -7.1340, -0.5029, -0.2004
spin polarization: -1.3770, -0.1629, -0.0219
```
